# Conduction-band offset of a semiconductor–oxide interface from charge-neutrality levels

## Problem

A semiconductor, labelled $a$, meets an oxide, labelled $b$, at an abrupt interface. Their electron affinities are $\chi_a=4.05$ eV and $\chi_b=2.50$ eV. Their charge-neutrality levels lie $\Phi_a=4.90$ eV and $\Phi_b=4.60$ eV below vacuum. The pair has the screening factor $S=0.53$. Find the conduction-band offset, and decide how far the answer can be trusted in a transistor gate stack.

Near an interface, each material has electronic states inside its band gap. The charge-neutrality level (CNL) is the energy up to which these states must be filled for that side to be neutral. If the two CNLs do not coincide, charge moves between the sides and creates a dipole, which reduces the mismatch. The factor $S$ is the fraction of the mismatch that remains.

The offset is defined as $\Delta E_c=E_{c,b}-E_{c,a}$, with both edges taken at the interface. It is positive when the oxide edge is the higher one, so that electrons in the semiconductor face a barrier. All energies are electron energies.

## First estimate by scaling

Suppose first that no charge moves. The vacuum levels then line up, and each conduction edge lies one affinity below vacuum:

$$
\Delta E_c^{(0)}=-\chi_b-(-\chi_a)=\chi_a-\chi_b=1.55\ \text{eV}.
$$

In this alignment the oxide CNL lies above the semiconductor CNL by

$$
x_0=-\Phi_b-(-\Phi_a)=\Phi_a-\Phi_b=0.30\ \text{eV}.
$$

Electrons therefore pass from the oxide states to the semiconductor states. The semiconductor side becomes negative, which raises its electron energies relative to the oxide and lowers the offset. The transfer cannot do more than remove the whole mismatch, so the offset lies between $1.55-0.30=1.25$ eV and 1.55 eV.

Two costs limit the transfer of $n$ electrons per unit area. Filling states on one side and emptying them on the other costs an energy of order $n^2/D$, where $D$ is a density of gap states per area and energy. Charging two sheets a distance $\delta$ apart costs an energy of order $e^2\delta n^2/(\varepsilon_0\varepsilon_i)$, where $\varepsilon_i$ is the relative permittivity between them. Both costs grow as $n^2$, so their ratio does not depend on $n$, and they divide the mismatch in a fixed proportion. A value of $S$ near one half means that the two are comparable. With equal shares, the dipole takes 0.15 eV, and

$$
\Delta E_c\approx 1.55-0.15=1.40\ \text{eV}.
$$

## Exact solution of the linear model

The model assumes constant gap-state densities $D_a$ and $D_b$ near the two CNLs, a common Fermi level $E_F$ for both sets of states, and no net charge at the interface. Fixed charge and additional bond dipoles are absent at first. "Exact" refers to the solution of this model, not to a real interface.

**Charge transfer.** Let $E_a$ and $E_b$ be the CNL energies after the dipole has formed, and let $x=E_b-E_a$ be the remaining mismatch. The semiconductor side gains $n$ electrons per area and the oxide side loses the same number:

$$
n=D_a(E_F-E_a),\qquad n=D_b(E_b-E_F).
$$

Dividing each equation by its density and adding the two eliminates $E_F$:

$$
\frac{n}{D_a}+\frac{n}{D_b}=E_b-E_a=x .
$$

Hence

$$
n=D_s x,\qquad D_s=\frac{D_aD_b}{D_a+D_b}.
$$

The smaller density limits the transfer, as the smaller of two capacitors in series limits the charge.

**Dipole step.** The semiconductor sheet carries the charge density $-en$ and the oxide sheet carries $+en$. The field between them has magnitude $en/(\varepsilon_0\varepsilon_i)$. It points from the oxide to the semiconductor, so the electrostatic potential is lower on the semiconductor side. An electron has charge $-e$, and its energy is therefore higher there by

$$
\Delta=\frac{e^2\delta n}{\varepsilon_0\varepsilon_i}=\lambda x,
\qquad
\lambda=\frac{e^2\delta D_s}{\varepsilon_0\varepsilon_i}.
$$

**Self-consistency.** The step raises $E_a$ by $\Delta$, so $x=x_0-\Delta=x_0-\lambda x$. Collecting the terms in $x$ gives

$$
x=\frac{x_0}{1+\lambda}=Sx_0,\qquad S=\frac{1}{1+\lambda},
\qquad \Delta=x_0-x=(1-S)x_0 .
$$

The semiconductor conduction edge rises by the same $\Delta$. The offset is therefore

$$
\Delta E_c=\chi_a-\chi_b-(1-S)(\Phi_a-\Phi_b).
$$

Separating the term in $S$ gives the equivalent form

$$
\boxed{\Delta E_c=(\chi_a-\Phi_a)-(\chi_b-\Phi_b)+S(\Phi_a-\Phi_b)} .
$$

**Numbers.** The three terms are

$$
\Delta E_c=(4.05-4.90)-(2.50-4.60)+0.53\times0.30
$$

$$
=-0.850+2.100+0.159=1.409\ \text{eV}.
$$

The offset is about 1.41 eV.

## Comparison of the two

The scaling estimate is 0.009 eV below the solution. The difference is $(S-\tfrac12)x_0=0.03\times0.30$ eV, because the estimate replaced 0.53 by one half. In the solution, filling the states takes $Sx_0=0.159$ eV of the mismatch and the dipole takes $\Delta=0.141$ eV.

An estimate that ignored the feedback of the dipole on the transfer would be much worse. Here $\lambda=1/0.53-1=0.887$. If the full initial mismatch drove the charge, the step would be $0.887\times0.30=0.266$ eV and the offset 1.284 eV. Feedback matters because $\lambda$ is not small.

The two ends of the estimated range are the limits of the formula. When $\lambda\to0$, $S\to1$ and the affinity rule gives 1.55 eV. When $\lambda\to\infty$, $S\to0$, the CNLs align and the offset is 1.25 eV. For the given levels and no added dipole, every non-negative $\lambda$ gives a value in this range.

The charge behind the step can also be found. Take the rough values $\delta=0.30$ nm and $\varepsilon_i=3.0$. Solving the definition of $\lambda$ for the density gives

$$
D_s=\frac{\lambda\varepsilon_0\varepsilon_i}{e^2\delta}
=4.90\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}.
$$

The transferred density is $n=D_sSx_0=4.90\times10^{13}\times0.159=7.79\times10^{12}$ cm$^{-2}$. These two densities depend on the chosen $\delta$ and $\varepsilon_i$; the offset at given $S$ does not.

## The metal limit and the origin of $S$

Replace the semiconductor by a metal of work function $\Phi_M$, so that $D_a\to\infty$ and $\Phi_a=\Phi_M$. Then $D_s\to D_b$, and the metal's Fermi level stays at its neutral position. From $n=D_b(E_b-E_F)$ and $n=D_bS(\Phi_M-\Phi_b)$,

$$
E_F=E_b-S(\Phi_M-\Phi_b)=-\Phi_b-S(\Phi_M-\Phi_b).
$$

The electron barrier from metal to oxide is

$$
E_{c,b}-E_F=\Phi_b-\chi_b+S(\Phi_M-\Phi_b).
$$

In this limit $S$ is the slope of barrier height against work function. Metal contacts can thus supply an $S$ for the oxide, but its use with a semiconductor requires the same value of $D_s\delta/\varepsilon_i$. This holds, for example, when $D_a\gg D_b$ and the ratio $\delta/\varepsilon_i$ is unchanged.

Suppose instead that 0.53 came from metal contacts and that the semiconductor has the same gap-state density as the oxide. With $\delta$ and $\varepsilon_i$ held fixed, $D_s$ and $\lambda$ are halved. Then $S=1/(1+0.443)=0.693$, and the offset becomes $1.25+0.693\times0.30=1.458$ eV. It rises by 0.049 eV.

## How well the offset is determined

At fixed $S$, differentiating the offset with respect to $\chi_a,\Phi_a,\chi_b,\Phi_b$ gives $1,-0.47,-1,0.47$. An error in an affinity passes fully into the offset, whereas an error in a CNL is reduced to about half. The derivative with respect to $S$ is $x_0=0.30$ eV. For assumed independent errors of 0.10 eV in each level and 0.05 in $S$, the combined error is

$$
\sqrt{2(0.10)^2+2(0.47\times0.10)^2+(0.30\times0.05)^2}
=0.157\ \text{eV}.
$$

The physical prediction is therefore only about 1.4 eV; the further decimals of 1.409 eV serve the arithmetic.

Chemical bonds across the interface can add a dipole of their own. Let its bare step raise the semiconductor by $\Delta_d$. The total step is $\Delta=\Delta_d+\lambda x$, and $x=x_0-\Delta$ gives

$$
x=S(x_0-\Delta_d),\qquad
\Delta=x_0-x=(1-S)x_0+S\Delta_d .
$$

The gap states screen the added dipole, and the offset changes by $-S\Delta_d$. As a rough case, take $7.0\times10^{14}$ bonds per cm$^2$, each with a charge of $0.05e$ displaced by 0.10 nm along the normal. With $\varepsilon_i=3.0$, the bare step is 0.211 eV and the offset falls by 0.112 eV. The opposite polarity raises it by the same amount.

Constant gap-state densities are a milder approximation here. For $D_a=3D_b$ at the same $D_s$, let the densities vary linearly about their CNLs, with relative slopes of 0.4 eV$^{-1}$ and opposite signs on the two sides. A numerical solution with Fermi–Dirac filling at 300 K, neutrality and Poisson's equation moves the offset by at most 1.9 meV for the two choices of sign.

Temperature can also move the band edges. Assume that the semiconductor edge falls by a rough 0.3 meV/K while the oxide edge and both CNLs stay fixed. Between 300 and 358 K the offset then rises by 17.4 meV.

## The barrier under gate bias

An electron in a working device need not start at the conduction edge, and the applied field changes the barrier it meets. Take an oxide field $F=1.0$ MV/cm, one fifth of a rough breakdown field of 5.0 MV/cm, with a positive gate. Let the static relative permittivities be $\varepsilon_{ox}=20$ for the oxide and $\varepsilon_s=11.7$ for the semiconductor.

**Interface layer.** Continuity of the displacement gives a bare energy drop $e\varepsilon_{ox}F\delta/\varepsilon_i=0.200$ eV across the dipole layer. It raises the semiconductor relative to the oxide. If the gap states remain in mutual equilibrium with zero net charge, the screened effect is a fall of $0.53\times0.200=0.106$ eV in the edge separation. This belongs to the applied bias, not to the zero-bias offset. The common level of the gap states cannot here be the Fermi level of the inverted channel. That level lies above the band edge, so all semiconductor gap states between the CNL and the edge would be filled. At constant density they would hold at least $4\times10^{13}$ excess electrons per cm$^2$, several times the inversion density found below. The model therefore treats the gap states as a polarizable response of the interface, not as traps that exchange electrons with the channel.

**Confinement.** With depletion charge neglected, the inversion density is $N=\varepsilon_0\varepsilon_{ox}F/e=1.11\times10^{13}$ cm$^{-2}$. The semiconductor surface field is $20\times1.0/11.7=1.71$ MV/cm. The inversion charge screens this field with depth, so half of it, $F_m$, serves as a mean field. For a hard wall at the interface and a linear potential, the wave function is an Airy function that must vanish at the wall. Its first zero, at $-2.338$, gives the lowest level

$$
E_0=2.338\left(\frac{\hbar^2}{2m_z}\right)^{1/3}(eF_m)^{2/3}
=0.157\ \text{eV}
$$

above the band edge, for a mass $m_z=0.92m_e$ along the normal. This is a low estimate, because the true field is strongest near the wall. A self-consistent solution of the Schrödinger and Poisson equations at 300 K puts the level near 0.22 eV.

**Degeneracy.** The mass is anisotropic. In the plane it is $m_\parallel=0.19m_e$, and two equivalent valleys share the lowest level. Their density of states, with spin, is $g=2m_\parallel/(\pi\hbar^2)$. If no other level is occupied, integrating the Fermi function gives

$$
N=gk_BT\ln\!\left(1+e^{\mu/k_BT}\right),
\qquad
\mu=k_BT\ln\!\left(e^{N/(gk_BT)}-1\right),
$$

where $\mu$ is the Fermi level measured from $E_0$. At 300 K, $\mu=0.068$ eV. In this one-level estimate, electrons at the Fermi level start $0.157+0.068=0.225$ eV above the band edge. The part 0.068 eV is energy of motion in the plane. The tunnelling estimate below leaves it out, which assumes that the in-plane momentum is conserved and that the in-plane mass is similar in the oxide.

The one-level assumption is rough at this density and temperature. Take the semiconductor to have four further valleys, with normal mass $0.19m_e$ and in-plane masses $0.19m_e$ and $0.92m_e$. Higher levels, including those of these four valleys, hold about a fifth of the electrons in the linear well and more than a third in the self-consistent one. In the self-consistent well the Fermi level lies about 0.26 eV above the band edge. These self-consistent values also neglect depletion charge. At the same inversion density, a depletion charge of $3\times10^{12}$ elementary charges per cm$^2$ would raise the lowest level to about 0.26 eV and the Fermi level to about 0.31 eV, and would reduce the share of the higher levels to about a fifth. All these values assume a hard wall. With a finite barrier of about 1.4 eV and an oxide mass of $0.20m_e$, the wave functions enter the oxide. The lowest level then falls by about 0.02 eV, and the share of the higher levels rises to nearly half without depletion charge and to about a third with it, because the valleys with a light normal mass penetrate further.

**Image force.** Assume that an electron crosses the oxide too fast for the oxide ions to respond. The oxide then acts with its optical permittivity, taken as $\varepsilon_o=4.0$, instead of the static value 20, while the semiconductor keeps $\varepsilon_s=11.7$. For this fast response the semiconductor is the more polarizable side, and it attracts an electron at distance $z$ inside the oxide. The field and the image force lower the electron's energy by $eFz+A/z$, where

$$
A=\frac{k e^2}{16\pi\varepsilon_0\varepsilon_o},
\qquad
k=\frac{\varepsilon_s-\varepsilon_o}{\varepsilon_s+\varepsilon_o}.
$$

The barrier top is where this lowering is least. Setting its derivative $eF-A/z^2$ to zero gives $z=\sqrt{A/(eF)}=0.66$ nm and a lowering of $2\sqrt{AeF}=0.133$ eV. The image in the gate is left out.

**Tunnelling.** Consider a film of thickness $t=3.0$ nm and a tunnelling mass $m_t=0.20m_e$. Without the image force and the interface-layer drop, the barrier above an electron of starting height $\phi$ below the oxide edge is $\phi-eFz$. The WKB factor is $e^{-G}$, with

$$
G=\frac{2\sqrt{2m_t}}{\hbar}\int_0^t\sqrt{\phi-eFz}\,dz
=\frac{4\sqrt{2m_t}}{3\hbar eF}
\left[\phi^{3/2}-(\phi-eFt)^{3/2}\right].
$$

From the band edge, $\phi=1.409$ eV and $G=15.42$, so the factor is $2.02\times10^{-7}$. From the lowest subband, $\phi=1.409-0.157=1.252$ eV and $G=14.42$, so the factor is $5.46\times10^{-7}$, or 2.7 times larger. With the self-consistent level near 0.22 eV, the ratio would be about 4. The combined input error happens to equal the mean-field subband energy to three decimals. An offset lower by that error would thus raise the band-edge factor by the same 2.7. The omitted interface-layer drop and the image force of the semiconductor would together raise the subband factor about fourfold. With the image in a metal gate included as well, the rise would be about twelvefold. The factors given here can therefore be too low by an order of magnitude.

For comparison, the Boltzmann factor for an activation energy of 1.409 eV at 358 K is $1.46\times10^{-20}$. That energy is counted from the band edge. Counted from a Fermi level 0.31 eV above the edge to a barrier top lowered by the interface-layer drop and the image force, it is about 0.86 eV, and the factor rises to about $8\times10^{-13}$, still far below the WKB factors. These are exponential factors without prefactors, not currents. Their ratio nevertheless shows that, for this thin film, the offset matters mainly through tunnelling.

## Reading the result for a real gate stack

The parameters are rough values for a high-permittivity oxide on the semiconductor channel of a field-effect transistor. The offset of 1.41 eV is a model estimate for that regime, not a measured value for a named pair. Real stacks can contain a thin interlayer of another oxide, which breaks the assumption of one abrupt interface and can add a dipole. The bond example indicates a shift of about 0.1 eV, but its sign and size depend on the actual bonding. Fixed charge, or gap states too slow to reach a common Fermi level, would also invalidate the simple screening relation. A design that depends on a change of 0.1 eV in the offset therefore needs a measurement or an atomistic calculation of its own interface.
